# Comment on nodal pockets in fixed-phase diffusion Monte Carlo: test program

```python
"""Fixed-phase diffusion Monte Carlo: complex zeros do not make nodal pockets.

Result under test: for psi_T = |psi_T| exp(i phi), the real amplitude rho obeys
    [-1/2 Laplacian + V + 1/2 |grad phi|^2] rho = E rho.
Regular zeros of psi_T have codimension two, and walkers pass around them.
Model: relative motion of two spin-polarized fermions in a 2D harmonic trap,
    psi_T = (x + i eps y) exp(-r^2/2) exp(i kappa r^2/2).
Units: hbar = m = omega = 1; r = (r1-r2)/sqrt(2).
mu is the effective angular momentum, so E = 2n + 1 + mu.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh, toeplitz
from scipy.special import eval_genlaguerre

rng = np.random.default_rng(20417)


def phase_gradient_squared(psi, x, y, h=1e-5):
    """Squared phase gradient from differences of the complex function."""
    value = psi(x, y)
    gx = (psi(x + h, y) - psi(x - h, y)) / (2*h*value)
    gy = (psi(x, y + h) - psi(x, y - h)) / (2*h*value)
    return gx.imag**2 + gy.imag**2


# Real and imaginary parts of the Schrodinger operator, with vector potential.
X, Y = sp.symbols("x y", real=True)
rho, phi, ax, ay = [sp.Function(s, real=True)(X, Y)
                    for s in ("rho", "phi", "ax", "ay")]
wave = rho*sp.exp(sp.I*phi)
kinetic = 0
for coordinate, a in ((X, ax), (Y, ay)):
    once = -sp.I*sp.diff(wave, coordinate) + a*wave
    kinetic += (-sp.I*sp.diff(once, coordinate) + a*once)/2
ux, uy = sp.diff(phi, X) + ax, sp.diff(phi, Y) + ay
real_part = (-(sp.diff(rho, X, 2) + sp.diff(rho, Y, 2))
             + (ux**2 + uy**2)*rho)/2
imag_part = -(sp.diff(rho**2*ux, X) + sp.diff(rho**2*uy, Y))/(2*rho)
difference = sp.expand(kinetic*sp.exp(-sp.I*phi)) - real_part - sp.I*imag_part
assert sp.simplify(sp.expand(difference)) == 0

# The radial function r^mu exp(-r^2/2) has energy 1 + mu.
R, M = sp.symbols("r mu", positive=True)
radial = R**M*sp.exp(-R**2/2)
radial_energy = (-(sp.diff(radial, R, 2) + sp.diff(radial, R)/R)/2
                 + (M**2/R**2 + R**2)*radial/2)/radial
assert sp.simplify(radial_energy - 1 - M) == 0


# Rank of the two real equations at zeros of three-fermion determinants.
def plane_wave_orbitals(x, y):
    twist = np.exp(1j*(0.7*x + 0.4*y))
    return twist*np.array([np.ones_like(x), np.exp(2j*np.pi*x),
                           np.exp(2j*np.pi*y)])


def closed_shell_orbitals(x, y):
    return np.array([np.ones_like(x), x + 1j*y, x - 1j*y])


def zero_rank_ratios(orbitals, starts=30):
    def components(q):
        value = np.linalg.det(orbitals(q[:3], q[3:]))
        return np.array([value.real, value.imag])

    def jacobian(q):
        h = 1e-5
        return np.array([(components(q + h*e) - components(q - h*e))/(2*h)
                         for e in np.eye(6)]).T

    ratios = []
    for _ in range(starts):
        q = rng.uniform(0, 1, 6)
        for _ in range(60):
            q = q - np.linalg.pinv(jacobian(q), rcond=1e-6) @ components(q)
        if np.linalg.norm(components(q)) < 1e-10:
            s = np.linalg.svd(jacobian(q), compute_uv=False)
            if s[0] > 1e-4:
                ratios.append(s[1]/s[0])
    return np.array(ratios)


generic_ratios = zero_rank_ratios(plane_wave_orbitals)
closed_ratios = zero_rank_ratios(closed_shell_orbitals)
assert len(generic_ratios) >= 15 and len(closed_ratios) >= 15
assert np.median(generic_ratios) > 0.01
assert np.mean(generic_ratios > 1e-3) >= 0.9
assert np.max(closed_ratios) < 1e-5

# General local formula for the phase potential near a regular zero.
a, b = np.array([1.1, -0.4]), np.array([0.3, 0.8])
px, py = rng.normal(size=(2, 12))
linear = lambda x, y: a[0]*x + a[1]*y + 1j*(b[0]*x + b[1]*y)
formula = ((a[0]*b[1] - a[1]*b[0])**2*(px**2 + py**2)
           / np.abs(linear(px, py))**4)
assert np.allclose(phase_gradient_squared(linear, px, py), formula, rtol=1e-5)

# Integrated ridge strength on a line that passes the zero at distance |y|.
ridge_eps, ridge_y = 0.1, 1.0
ridge_psi = lambda x, y: x + 1j*ridge_eps*y
ridge, _ = quad(lambda x: phase_gradient_squared(ridge_psi, x, ridge_y)/2,
                -50, 50, points=[0], limit=200)
ridge_formula = np.pi*(1 + ridge_eps**2)/(4*ridge_eps*ridge_y)
# The omitted tails have relative size of a few 1e-5.
assert abs(ridge/ridge_formula - 1) < 1e-4


# Angular spectrum with the potential taken from the complex function itself.
def angular_mu(eps, size=800):
    step = 2*np.pi/size
    j = np.arange(1, size)
    row = np.r_[-size**2/12 - 1/6,
                -(-1.0)**j/(2*np.sin(j*step/2)**2)]
    theta = step*np.arange(size)
    psi = lambda x, y: (x + 1j*eps*y)*np.exp(-(x*x + y*y)/2)
    potential = phase_gradient_squared(psi, np.cos(theta), np.sin(theta))
    matrix = -toeplitz(row) + np.diag(potential)
    return np.sqrt(eigh(matrix, eigvals_only=True, subset_by_index=[0, 1]))


eps_values = [1.0, 0.5, 0.2, 0.1, 0.05]
mu_values = np.array([angular_mu(eps) for eps in eps_values])
gaps = mu_values[:, 1] - mu_values[:, 0]
gap_estimates = 4*np.array(eps_values)/np.pi**2
assert np.allclose(mu_values[:, 0], 1, atol=1e-5)
assert abs(gaps[0] - (np.sqrt(2) - 1)) < 1e-6
assert np.all(np.diff(gaps) < 0)
gap_errors = np.abs(gaps/gap_estimates - 1)
assert gap_errors[-1] < 0.05 and gap_errors[-1] < 0.7*gap_errors[-2]

# Complex basis functions: real coefficients hold the phase, complex free it.
kappa, basis_size = 0.5, 10
nodes, weights = np.polynomial.legendre.leggauss(240)
r = 4.5*(nodes + 1)
weights = 4.5*weights*r
x, y = r*np.cos(0.7), r*np.sin(0.7)


def basis(x, y):
    s = x*x + y*y
    common = (x + 1j*y)*np.exp((-1 + 1j*kappa)*s/2)
    return np.array([common*eval_genlaguerre(k, 1, s)
                     for k in range(basis_size)])


h = 1e-4
f = basis(x, y)
fx = (basis(x + h, y) - basis(x - h, y))/(2*h)
fy = (basis(x, y + h) - basis(x, y - h))/(2*h)
overlap = (f.conj()*weights) @ f.T
hamiltonian = ((fx.conj()*weights) @ fx.T + (fy.conj()*weights) @ fy.T
               + (f.conj()*weights*r*r) @ f.T)/2
fixed_energy = eigh(hamiltonian.real, overlap.real, eigvals_only=True)[0]
free_energy = eigh(hamiltonian, overlap, eigvals_only=True)[0]
trial_energy = (hamiltonian[0, 0]/overlap[0, 0]).real
fixed_formula = 2*np.sqrt(1 + kappa**2)
assert abs(fixed_energy - fixed_formula) < 1e-5
assert abs(free_energy - 2) < 1e-5
assert free_energy < fixed_energy < trial_energy

# Guided walk at eps=1. Every walker starts at x>0.
walkers, dt, steps = 40000, 0.005, 400
radius = np.sqrt(rng.gamma(2, 1, walkers))
angle = rng.uniform(-np.pi/2, np.pi/2, walkers)
position = np.array([radius*np.cos(angle), radius*np.sin(angle)])


def drift(q):
    return q*(1/np.sum(q*q, axis=0) - 1)


def log_density(q):
    s = np.sum(q*q, axis=0)
    return np.log(s) - s


def relaxation_mode(q):
    distance = np.sqrt(np.sum(q*q, axis=0))
    return np.mean(distance**(np.sqrt(2) - 2)*q[0])


initial_mode = relaxation_mode(position)
initial_left = np.mean(position[0] < 0)
log_weight = np.zeros(walkers)
crossing_count = 0
crossing_sum = 0.0
close_crossings = 0
accepted = 0
for _ in range(steps):
    old_drift = drift(position)
    proposal = (position + dt*old_drift
                + np.sqrt(dt)*rng.normal(size=position.shape))
    forward = np.sum((proposal - position - dt*old_drift)**2, axis=0)
    backward = np.sum((position - proposal - dt*drift(proposal))**2, axis=0)
    log_ratio = (log_density(proposal) - log_density(position)
                 + (forward - backward)/(2*dt))
    accept = np.log(rng.random(walkers)) < log_ratio
    new = np.where(accept, proposal, position)
    accepted += np.sum(accept)
    crossed = position[0]*new[0] < 0
    old_c, new_c = position[:, crossed], new[:, crossed]
    fraction = old_c[0]/(old_c[0] - new_c[0])
    distance = np.abs(old_c[1] + fraction*(new_c[1] - old_c[1]))
    crossing_count += len(distance)
    crossing_sum += np.sum(distance)
    close_crossings += np.sum(distance < 0.1)
    mean_r2 = (np.sum(position**2, axis=0) + np.sum(new**2, axis=0))/2
    log_weight -= dt*kappa**2*mean_r2/2
    position = new

total_time = dt*steps
final_left = np.mean(position[0] < 0)
walk_rate = -np.log(relaxation_mode(position)/initial_mode)/total_time
mean_crossing = crossing_sum/crossing_count
walk_weight = np.exp(log_weight - np.max(log_weight))
local_energy = 2 + kappa**2*np.sum(position**2, axis=0)/2
walk_energy = np.average(local_energy, weights=walk_weight)
walk_error = np.sqrt(np.sum((walk_weight*(local_energy - walk_energy))**2)
                     )/np.sum(walk_weight)
# Tolerances cover several standard errors and the finite time step.
assert initial_left == 0 and final_left > 0.2
assert abs(walk_rate - (np.sqrt(2) - 1)) < 0.03
assert abs(mean_crossing - 2/np.sqrt(np.pi)) < 0.02
assert abs(walk_energy - fixed_formula) < 5*walk_error + 0.001

print("Energies in hbar*omega; lengths in oscillator lengths; times in 1/omega")
print("ZEROS OF THREE-FERMION DETERMINANTS (singular-value ratio, no unit)")
print(f"plane waves: zeros found = {len(generic_ratios)}")
print(f"plane waves: median ratio = {np.median(generic_ratios):.3f}")
print(f"closed shell: zeros found = {len(closed_ratios)}")
print(f"closed shell: largest ratio = {np.max(closed_ratios):.1e}")
print("RIDGE OF THE PHASE POTENTIAL")
print(f"eps = {ridge_eps:.2f}, |y| = {ridge_y:.1f} oscillator length")
print(f"integrated strength, quadrature = {ridge:.4f} hbar*omega*length")
print(f"integrated strength, formula = {ridge_formula:.4f} hbar*omega*length")
print("ANGULAR DIAGONALIZATION (energies and gaps in hbar*omega)")
for eps, mu, gap, estimate in zip(eps_values, mu_values, gaps, gap_estimates):
    print(f"eps={eps:.2f}: E={1+mu[0]:.5f}, gap={gap:.5f}, "
          f"small-eps estimate={estimate:.5f}")
print("SAME ZEROS, DIFFERENT PHASE")
print(f"kappa = {kappa:.2f} per squared oscillator length")
print(f"trial energy = {trial_energy:.5f} hbar*omega")
print(f"fixed-phase energy, basis = {fixed_energy:.5f} hbar*omega")
print(f"fixed-phase energy, formula = {fixed_formula:.5f} hbar*omega")
print(f"free-phase energy, basis = {free_energy:.5f} hbar*omega")
print("GUIDED WALK")
print(f"walkers = {walkers}, steps = {steps}, time step = {dt:.3f} 1/omega")
print(f"total time = {total_time:.2f} 1/omega")
print(f"accepted moves = {100*accepted/(walkers*steps):.2f} percent")
print(f"walkers at x<0, start = {100*initial_left:.2f} percent")
print(f"walkers at x<0, end = {100*final_left:.2f} percent")
print(f"relaxation rate, walk = {walk_rate:.4f} omega")
print(f"relaxation rate, formula = {np.sqrt(2)-1:.4f} omega")
print(f"crossings of x=0 = {crossing_count}")
print(f"mean crossing distance, walk = {mean_crossing:.4f} lengths")
print(f"mean crossing distance, formula = {2/np.sqrt(np.pi):.4f} lengths")
print(f"crossings within 0.1 length of zero = "
      f"{100*close_crossings/crossing_count:.3f} percent")
print(f"weighted-walk energy = {walk_energy:.4f} hbar*omega")
print(f"its standard error = {walk_error:.4f} hbar*omega")
print("all assertions hold")
```

Running it gives:

```
Energies in hbar*omega; lengths in oscillator lengths; times in 1/omega
ZEROS OF THREE-FERMION DETERMINANTS (singular-value ratio, no unit)
plane waves: zeros found = 30
plane waves: median ratio = 0.243
closed shell: zeros found = 30
closed shell: largest ratio = 9.5e-12
RIDGE OF THE PHASE POTENTIAL
eps = 0.10, |y| = 1.0 oscillator length
integrated strength, quadrature = 7.9323 hbar*omega*length
integrated strength, formula = 7.9325 hbar*omega*length
ANGULAR DIAGONALIZATION (energies and gaps in hbar*omega)
eps=1.00: E=2.00000, gap=0.41421, small-eps estimate=0.40528
eps=0.50: E=2.00000, gap=0.21701, small-eps estimate=0.20264
eps=0.20: E=2.00000, gap=0.08540, small-eps estimate=0.08106
eps=0.10: E=2.00000, gap=0.04186, small-eps estimate=0.04053
eps=0.05: E=2.00000, gap=0.02063, small-eps estimate=0.02026
SAME ZEROS, DIFFERENT PHASE
kappa = 0.50 per squared oscillator length
trial energy = 2.25000 hbar*omega
fixed-phase energy, basis = 2.23607 hbar*omega
fixed-phase energy, formula = 2.23607 hbar*omega
free-phase energy, basis = 2.00000 hbar*omega
GUIDED WALK
walkers = 40000, steps = 400, time step = 0.005 1/omega
total time = 2.00 1/omega
accepted moves = 99.96 percent
walkers at x<0, start = 0.00 percent
walkers at x<0, end = 32.37 percent
relaxation rate, walk = 0.4007 omega
relaxation rate, formula = 0.4142 omega
crossings of x=0 = 252752
mean crossing distance, walk = 1.1256 lengths
mean crossing distance, formula = 1.1284 lengths
crossings within 0.1 length of zero = 0.044 percent
weighted-walk energy = 2.2365 hbar*omega
its standard error = 0.0008 hbar*omega
all assertions hold
```
